# Why soft polar phonons in gate oxides can lower channel mobility: a numerical check

```python
"""
Result under test: the mobility limit set by polar interface phonons of a gate oxide.
Stack: silicon / non-polar interlayer / polar oxide / ideal metal gate.
The oxide has permittivity eps_static at low and eps_fast at high frequency, and one
transverse phonon energy e_to.  For lateral wavevector q the electron-phonon coupling is
  area*M^2 = (e^2/eps_vac) * E_q * C(q) * F(q)^2 / (2 q),
with E_q the interface phonon energy, C the surface response at high frequency minus
the static one, and F the overlap of the electron profile with exp(-q z).
A drifted Maxwell gas then loses momentum at the rate
  1/tau = hbar^2/(2 N m kT) * sum_q q^2 * (equilibrium phonon emission rate at q).
Bare thick oxide, F = 1:  1/tau = (e^2 C/(eps_vac hbar^2)) sqrt(m kT/2 pi) S(y),
  S = y^2 K1(y)/sinh(y),  y = E/(2 kT).
Units inside: eV, nm, s.  Mobility in cm^2/Vs.
"""
from dataclasses import dataclass, replace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import wofz, k1, ai_zeros

HBAR = sc.hbar / sc.e                              # eV s
KB = sc.k / sc.e                                   # eV/K
COUL = sc.e / sc.epsilon_0 * 1e9                   # e^2/eps_vac in eV nm
H2M = sc.hbar**2 / sc.m_e / sc.e * 1e18            # hbar^2/m_e in eV nm^2
EPS_SI, EPS_IL = 11.7, 3.9
INF = np.inf


@dataclass(frozen=True)
class Stack:
    eps_static: float
    eps_fast: float
    e_to: float            # eV
    t_inter: float         # nm
    t_oxide: float         # nm
    b: float               # 1/nm, electron density b^3 z^2 exp(-b z)/2
    temp: float = 300.0    # K
    mass: float = 0.19     # in electron masses


def surface_response(eps, q, s):
    """1/(eps_si + effective permittivity of all that lies beyond the silicon)."""
    t = np.tanh(q * s.t_inter)
    ec = eps / np.tanh(q * s.t_oxide)
    return 1 / (EPS_SI + EPS_IL * (ec + EPS_IL * t) / (EPS_IL + ec * t))


def mode_energy(q, s):
    t = np.tanh(q * s.t_inter)
    a = (EPS_IL * np.tanh(q * s.t_oxide) * (EPS_SI + EPS_IL * t)
         / (EPS_IL + EPS_SI * t))
    return s.e_to * np.sqrt((s.eps_static + a) / (s.eps_fast + a))


def strength(q, s):
    return surface_response(s.eps_fast, q, s) - surface_response(s.eps_static, q, s)


def coupling(q, s):
    """area * M^2 in eV^2 nm^2."""
    form = (1 + q / s.b) ** -3
    return COUL * mode_energy(q, s) * strength(q, s) * form**2 / (2 * q)


def thermal_k(s):
    return np.sqrt(s.mass * KB * s.temp / H2M)


def rate_unit(qhat, s):
    kt = thermal_k(s)
    return 2 * np.pi / HBAR * coupling(qhat * kt, s) * kt**2 / (KB * s.temp)


def emission_events(s, nq):
    """Phonon emission per electron, resolved in q (in thermal wavevectors).
    k_par is the electron wavevector along q that energy conservation demands."""
    x, w = np.polynomial.legendre.leggauss(nq)
    q, w = 7 * (x + 1), 7 * w
    en = mode_energy(q * thermal_k(s), s) / (KB * s.temp)
    k_par = en / q + q / 2
    event = (q * w / (2 * np.pi) * rate_unit(q, s) / (-np.expm1(-en))
             * np.exp(-k_par**2 / 2) / (np.sqrt(2 * np.pi) * q))
    return q, k_par, event


def drift_rate(s):
    q, _, event = emission_events(s, 400)
    return np.sum(event * q**2) / 2


def to_mobility(tau, s):
    return 1e4 * sc.e * tau / (s.mass * sc.m_e)


def drift_mobility(s):
    return to_mobility(1 / drift_rate(s), s)


def binned_mobility(s, per_quantum=16):
    """Variational Boltzmann solution, relaxation time constant within each energy bin.
    Narrow bins can follow the jumps at the emission threshold and its repeats."""
    q, k_par, event = emission_events(s, 800)
    kp = (np.arange(500) + 0.5) * 7 / 500
    wp = 2 * np.exp(-kp**2 / 2) / np.sqrt(2 * np.pi) * 7 / 500
    before = (k_par[:, None]**2 + kp**2) / 2
    after = ((k_par - q)[:, None]**2 + kp**2) / 2
    cross = (k_par * (k_par - q))[:, None] + kp**2
    weight = event[:, None] * wp / 2
    width = mode_energy(thermal_k(s), s) / (KB * s.temp) / per_quantum
    last = int(np.ceil(14 / width))              # the last bin is open upward
    size = last + 1
    i = np.minimum(before / width, last).astype(int)
    j = np.minimum(after / width, last).astype(int)

    def gather(row, col, value):
        return np.bincount((row * size + col).ravel(), (weight * value).ravel(),
                           size * size).reshape(size, size)

    mat = gather(i, i, 2 * before) + gather(j, j, 2 * after)
    mat -= gather(i, j, cross) + gather(j, i, cross)
    edge = width * np.arange(size)
    tail = np.append((1 + edge) * np.exp(-edge), 0.0)
    drive = tail[:-1] - tail[1:]
    return to_mobility(drive @ np.linalg.solve(mat, drive), s)


def ladder_boltzmann(s):
    """Direct solution for a dispersionless mode: energies couple in steps of one phonon.
    Returns the drift rate of a drifted Maxwellian, the exact transport time, and the
    relaxation time just below the emission threshold over that just above it."""
    x = mode_energy(1.0, s) / (KB * s.temp)
    occ = 1 / np.expm1(x)
    nodes, weights = np.polynomial.legendre.leggauss(24)
    steps = int(np.ceil(26 / x)) + 1
    theta = (np.arange(400) + 0.5) * np.pi / 400
    cos, dth = np.cos(theta), 2 * np.pi / 400
    rate = time = 0.0
    solutions = []
    for e0, w in zip(x * (nodes + 1) / 2, x * weights / 2):
        e = e0 + x * np.arange(steps)
        k = np.sqrt(2 * e)
        mat = np.zeros((steps, steps))
        for j in range(steps - 1):
            q = np.sqrt(k[j]**2 + k[j + 1]**2 - 2 * k[j] * k[j + 1] * cos)
            u = rate_unit(q, s) * dth / (4 * np.pi**2)
            a0, a1 = u.sum(), (u * cos).sum()
            mat[j, j] += occ * a0
            mat[j, j + 1] -= occ * a1 * k[j + 1] / k[j]
            mat[j + 1, j + 1] += (occ + 1) * a0
            mat[j + 1, j] -= (occ + 1) * a1 * k[j] / k[j + 1]
        boltz = w * np.exp(-e) * e
        rate += boltz @ mat.sum(axis=1)
        # the last rung has no upper neighbour; its Boltzmann weight is negligible
        solutions.append(np.linalg.solve(mat, np.ones(steps)))
        time += boltz @ solutions[-1]
    return rate, time, solutions[-1][0] / solutions[0][1]


def polarizability(q, energy, density, s):
    """Density response of a Maxwell gas in two dimensions, 1/(eV nm^2)."""
    eq = H2M / s.mass * q**2 / 2
    width = 2 * np.sqrt(eq * KB * s.temp)
    return (-1j * np.sqrt(np.pi) * density / width
            * (wofz((energy - eq) / width) - wofz((energy + eq) / width)))


def pair_form(q, b):
    r = q / b
    return (1 + 9 * r / 8 + 3 * r**2 / 8) / (1 + r)**3


def fluctuation_mobility(s, density, branches, damping, screened=True, nq=100, ne=7000):
    """Drag of the damped oxide field on the gas, with dynamic screening by the gas.
    density in 1/nm^2; branches = list of (oscillator strength, energy in eV)."""
    x, w = np.polynomial.legendre.leggauss(nq)
    kt, temp = thermal_k(s), KB * s.temp
    q, w = (5 * kt * (x + 1))[:, None], 5 * kt * w
    de = 0.14 / ne
    energy = ((np.arange(ne) + 0.5) * de)[None, :]
    eps = s.eps_fast + sum(f * e0**2 / (e0**2 - energy**2 - 1j * damping * energy)
                           for f, e0 in branches)
    refl = 2 * EPS_SI * surface_response(eps, q, s) - 1
    inter = COUL / (2 * EPS_SI * q) * (pair_form(q, s.b) + refl * (1 + q / s.b)**-6)
    pol = polarizability(q, energy, density, s)
    events = inter.imag * pol.imag / (4 * np.sinh(energy / (2 * temp))**2)
    if screened:
        events = events / abs(1 - inter * pol)**2
    gamma = 2 / (np.pi * HBAR) * events.sum(axis=1) * de
    rate = (H2M / s.mass / (2 * density * temp)
            * np.sum(w * q[:, 0]**3 * gamma) / (2 * np.pi))
    return to_mobility(1 / rate, s)


def finite_element_mode(q, s):
    """Interface mode from a discretized stack, normalized by zero-point kinetic energy."""
    regions = [(s.t_oxide, 120, 'oxide'), (s.t_inter, 50, EPS_IL), (12 / q, 260, EPS_SI)]
    n = sum(r[1] for r in regions) + 1
    k_ox, k_rest = np.zeros((n, n)), np.zeros((n, n))
    i = 0
    for length, count, kind in regions:
        h = length / count
        block = (np.array([[1, -1], [-1, 1]]) / h
                 + q**2 * h / 6 * np.array([[2, 1], [1, 2]]))
        for _ in range(count):
            if kind == 'oxide':
                k_ox[i:i + 2, i:i + 2] += block
            else:
                k_rest[i:i + 2, i:i + 2] += kind * block
            i += 1
    k_ox, k_rest = k_ox[1:-1, 1:-1], k_rest[1:-1, 1:-1]
    val, vec = eigh(k_ox, k_ox + k_rest)
    pick = np.where((val > 1e-5) & (val < 1 - 1e-5))[0]
    assert len(pick) == 1, "exactly one interface mode expected"
    a = 1 / val[pick[0]] - 1
    phi = vec[:, pick[0]]
    phi = phi / phi[regions[0][1] + regions[1][1] - 1]
    energy = s.e_to * np.sqrt((s.eps_static + a) / (s.eps_fast + a))
    chi = s.eps_static - s.eps_fast
    m2 = (COUL * chi * s.e_to**2
          / (2 * energy * (a + s.eps_fast)**2 * (phi @ k_ox @ phi)))
    return energy, m2


def mean_square_potential(dist, s):
    """Thermal mean square potential energy (eV^2) at a point dist nm into the silicon."""
    def integrand(q):
        return (q / (2 * np.pi) * coupling(q, s) * np.exp(-2 * q * dist)
                / np.tanh(mode_energy(q, s) / (2 * KB * s.temp)))
    return quad(integrand, 1e-9, 30 / dist, epsabs=0, epsrel=1e-9, limit=200)[0]


def softness(energy, temp):
    y = energy / (2 * KB * temp)
    return y**2 * k1(y) / np.sinh(y)


# ---------------- example parameters ----------------
N_DEP, N_CH = 0.05, 0.001                 # 1/nm^2: 5e12 and 1e11 per cm^2
M_Z = 0.916
force = COUL * N_DEP / EPS_SI             # eV/nm
b_val = (12 * M_Z * force / H2M)**(1 / 3)
hafnia = Stack(22.0, 5.0, 0.020, 1.0, 3.0, b_val)
silica = replace(hafnia, eps_static=3.9, eps_fast=2.5, e_to=0.060)
bare_h = replace(hafnia, t_inter=0.0, t_oxide=INF)
bare_s = replace(silica, t_inter=0.0, t_oxide=INF)
kT = KB * 300.0

# ---------------- tests ----------------
best = minimize_scalar(lambda b: H2M / M_Z * b**2 / 8 + 3 * force / b,
                       bounds=(0.2, 10), method='bounded', options={'xatol': 1e-8})
assert abs(best.x / b_val - 1) < 1e-4

z = (np.arange(1500) + 0.5) * 25 / b_val / 1500
rho = b_val**3 * z**2 * np.exp(-b_val * z) / 2 * (z[1] - z[0])
for q in (0.3, 1.5):
    direct = rho @ np.exp(-q * abs(z[:, None] - z)) @ rho
    assert abs(direct / pair_form(q, b_val) - 1) < 1e-3
    assert abs(rho @ np.exp(-q * z) * (1 + q / b_val)**3 - 1) < 1e-3

# coupling and frequency of the full stack against the discretized stack
point = replace(hafnia, b=INF)
for q in (0.2, 0.6, 1.2):
    e_fe, m_fe = finite_element_mode(q, point)
    assert abs(e_fe / mode_energy(q, point) - 1) < 2e-3
    assert abs(m_fe / coupling(q, point) - 1) < 1e-2

# classical potential noise against the difference of two image energies
slow = replace(bare_h, b=INF, e_to=1e-4)
image = [COUL / (16 * np.pi * EPS_SI * 2.0) * (EPS_SI - e) / (EPS_SI + e)
         for e in (slow.eps_fast, slow.eps_static)]
assert abs(mean_square_potential(2.0, slow) / (2 * kT * (image[0] - image[1])) - 1) < 1e-4

# long reach: the mean square potential falls as 1/distance at a bare thick oxide
bare_point = replace(bare_h, b=INF)
noise = {d: mean_square_potential(d, bare_point) for d in (1.0, 2.0, 4.0)}
assert abs(noise[1.0] / noise[4.0] - 4) < 1e-3

# closed drift rate against direct sums over initial and final electron states
for s in (bare_point, replace(bare_s, b=INF)):
    closed = (COUL * strength(1.0, s) * np.sqrt(s.mass * kT / (2 * np.pi * H2M))
              / HBAR * softness(mode_energy(1.0, s), 300.0))
    assert abs(ladder_boltzmann(s)[0] / closed - 1) < 1e-2
    assert abs(drift_rate(s) / closed - 1) < 1e-3

# the drifted Maxwellian is a lower bound; the binned solution must meet the direct one
# (two per cent covers the finite bins and the sampling that fills them)
_, exact_time, jump = ladder_boltzmann(bare_h)
exact_bare = to_mobility(exact_time, bare_h)
drift_bare, bin_bare = drift_mobility(bare_h), binned_mobility(bare_h)
assert drift_bare < exact_bare
assert drift_bare < bin_bare
assert abs(bin_bare / exact_bare - 1) < 0.02, (drift_bare, bin_bare, exact_bare)

# field-fluctuation route in the limit of weak damping and no screening
one_branch = [(17.0, 0.020)]
mu_main = drift_mobility(hafnia)
weak = fluctuation_mobility(hafnia, N_CH, one_branch, 1e-4, screened=False)
assert abs(weak / mu_main - 1) < 0.02, (weak, mu_main)
assert abs(polarizability(1e-3, 0.0, N_CH, hafnia) * kT / N_CH + 1) < 1e-3

# softening at fixed ionic strength lowers the mobility and then saturates
ionic = 0.020 * np.sqrt(17.0)
scan = {e: drift_mobility(replace(hafnia, eps_static=e, e_to=ionic / np.sqrt(e - 5.0)))
        for e in (7.0, 10.0, 22.0, 50.0, 200.0, 1000.0)}
vals = list(scan.values())
assert all(u > v for u, v in zip(vals, vals[1:])), vals
assert vals[-2] / vals[-1] < 1.1, vals
# softness alone, at fixed permittivities
alone = [drift_mobility(replace(hafnia, e_to=e)) for e in (0.01, 0.02, 0.04, 0.08)]
assert all(u < v for u, v in zip(alone, alone[1:])), alone
# a thicker interlayer weakens the scattering
inter = {t: drift_mobility(replace(hafnia, t_inter=t)) for t in (0.5, 1.0, 2.0)}
assert inter[0.5] < inter[1.0] < inter[2.0], inter

# sizes of neglected effects
damp = 0.003
mu_damped = fluctuation_mobility(hafnia, N_CH, one_branch, damp, screened=False)
mu_scr11 = fluctuation_mobility(hafnia, N_CH, one_branch, damp)
mu_scr12 = fluctuation_mobility(hafnia, 0.01, one_branch, damp)
coarse = fluctuation_mobility(hafnia, 0.01, one_branch, damp, nq=60, ne=3500)
assert abs(coarse / mu_scr12 - 1) < 0.02, (coarse, mu_scr12)
two = [(14.0, 0.015), (3.0, 0.045)]
mu_two = fluctuation_mobility(hafnia, N_CH, two, damp, screened=False)
n_c = 4 * hafnia.mass * kT / (2 * np.pi * H2M)
zeros = -ai_zeros(6)[0]
pop = []
for mz, mdos, valleys in ((0.916, 0.19, 2), (0.19, np.sqrt(0.19 * 0.916), 4)):
    levels = zeros * (H2M / (2 * mz) * force**2)**(1 / 3)
    pop.append(valleys * mdos * np.exp(-levels / kT))
outside = 1 - pop[0][0] / (pop[0].sum() + pop[1].sum())
field_il = COUL * (N_DEP + N_CH) / EPS_IL * 10          # V/nm to MV/cm

# ---------------- output ----------------


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("Inputs: T 300 K, mass 0.19 m_e, eps_si 11.7, eps_interlayer 3.9")
for name, s in (("hafnia-like", hafnia), ("silica-like", silica)):
    print(f"{name}: eps_static {s.eps_static}, eps_fast {s.eps_fast}, "
          f"E_TO {1e3 * s.e_to:.0f} meV")
print(f"interlayer {hafnia.t_inter} nm, oxide {hafnia.t_oxide} nm")
print(f"depletion {N_DEP * 1e14:.1e}, channel {N_CH * 1e14:.1e} cm^-2")
show("kT", 1e3 * kT, "meV")
show("mean electron distance from silicon surface", 3 / b_val, "nm", ".3f")
show("thermal wavevector sqrt(m kT)/hbar", thermal_k(hafnia), "1/nm")
print("-- bare thick oxide on silicon --")
cs, ss = [], []
for name, s in (("hafnia-like", bare_h), ("silica-like", bare_s)):
    en = mode_energy(1.0, s)
    cs.append(strength(1.0, s))
    ss.append(softness(en, 300.0))
    print(f"{name}: interface phonon {1e3 * en:.2f} meV, C {cs[-1]:.5f}, S {ss[-1]:.4f}")
show("ratio of C, hafnia/silica", cs[0] / cs[1])
show("ratio of S, hafnia/silica", ss[0] / ss[1])
show("ratio of rates for F=1", cs[0] * ss[0] / (cs[1] * ss[1]))
show("mobility, F=1, hafnia-like", drift_mobility(bare_point), "cm^2/Vs")
show("mobility, F=1, silica-like", drift_mobility(replace(bare_s, b=INF)), "cm^2/Vs")
for d in noise:
    show(f"rms potential energy at {d:.0f} nm, hafnia-like", 1e3 * np.sqrt(noise[d]), "meV")
show("mobility with electron profile, drifted Maxwellian", drift_bare, "cm^2/Vs")
show("same, Boltzmann equation solved directly", exact_bare, "cm^2/Vs")
show("same, Boltzmann equation with energy bins", bin_bare, "cm^2/Vs")
show("relaxation time below/above emission threshold", jump)
print("-- full stack --")
for q in (0.2, 0.6, 1.2):
    print(f"q {q} 1/nm: phonon {1e3 * mode_energy(q, hafnia):.2f} meV, "
          f"C {strength(q, hafnia):.5f}, F^2 {(1 + q / b_val)**-6:.4f}")
show("phonon-limited mobility, hafnia-like", mu_main, "cm^2/Vs")
show("phonon-limited mobility, silica-like", drift_mobility(silica), "cm^2/Vs")
show("hafnia-like with 300 cm^2/Vs background", 1 / (1 / mu_main + 1 / 300), "cm^2/Vs")
for t in inter:
    show(f"mobility, interlayer {t} nm", inter[t], "cm^2/Vs")
show("mobility, gate removed to infinity",
     drift_mobility(replace(hafnia, t_oxide=INF)), "cm^2/Vs")
show("ionic strength sqrt(eps_static-eps_fast)*E_TO", 1e3 * ionic, "meV")
for e in scan:
    print(f"fixed ionic strength, eps_static {e:.0f}: "
          f"E_TO {1e3 * ionic / np.sqrt(e - 5):.2f} meV, mobility {scan[e]:.4g} cm^2/Vs")
print("-- sizes of neglected effects, full hafnia-like stack --")
show("mobility, Boltzmann equation with energy bins", binned_mobility(hafnia), "cm^2/Vs")
show("mobility, 3 meV phonon damping, unscreened", mu_damped, "cm^2/Vs")
show("same, screened by 1e11 cm^-2", mu_scr11, "cm^2/Vs")
show("same, screened by 1e12 cm^-2", mu_scr12, "cm^2/Vs")
show("damped, branches 14 at 15 meV and 3 at 45 meV", mu_two, "cm^2/Vs")
show("mobility at 400 K", drift_mobility(replace(hafnia, temp=400.0)), "cm^2/Vs")
show("channel density / thermal density of states", N_CH / n_c)
show("electrons outside lowest subband", 100 * outside, "%", ".1f")
show("field in interlayer", field_il, "MV/cm", ".2f")
print("ALL CHECKS PASSED")
```

It prints:

```
Inputs: T 300 K, mass 0.19 m_e, eps_si 11.7, eps_interlayer 3.9
hafnia-like: eps_static 22.0, eps_fast 5.0, E_TO 20 meV
silica-like: eps_static 3.9, eps_fast 2.5, E_TO 60 meV
interlayer 1.0 nm, oxide 3.0 nm
depletion 5.0e+12, channel 1.0e+11 cm^-2
kT: 25.85 meV
mean electron distance from silicon surface: 1.343 nm
thermal wavevector sqrt(m kT)/hbar: 0.2539 1/nm
-- bare thick oxide on silicon --
hafnia-like: interface phonon 28.41 meV, C 0.03021, S 0.7661
silica-like: interface phonon 62.89 meV, C 0.00632, S 0.4072
ratio of C, hafnia/silica: 4.78
ratio of S, hafnia/silica: 1.881
ratio of rates for F=1: 8.992
mobility, F=1, hafnia-like: 143.7 cm^2/Vs
mobility, F=1, silica-like: 1292 cm^2/Vs
rms potential energy at 1 nm, hafnia-like: 35.15 meV
rms potential energy at 2 nm, hafnia-like: 24.85 meV
rms potential energy at 4 nm, hafnia-like: 17.57 meV
mobility with electron profile, drifted Maxwellian: 606.4 cm^2/Vs
same, Boltzmann equation solved directly: 896.9 cm^2/Vs
same, Boltzmann equation with energy bins: 897 cm^2/Vs
relaxation time below/above emission threshold: 7.109
-- full stack --
q 0.2 1/nm: phonon 33.74 meV, C 0.01435, F^2 0.5979
q 0.6 1/nm: phonon 32.86 meV, C 0.00622, F^2 0.2400
q 1.2 1/nm: phonon 33.67 meV, C 0.00174, F^2 0.0758
phonon-limited mobility, hafnia-like: 2668 cm^2/Vs
phonon-limited mobility, silica-like: 2.331e+04 cm^2/Vs
hafnia-like with 300 cm^2/Vs background: 269.7 cm^2/Vs
mobility, interlayer 0.5 nm: 1421 cm^2/Vs
mobility, interlayer 1.0 nm: 2668 cm^2/Vs
mobility, interlayer 2.0 nm: 7419 cm^2/Vs
mobility, gate removed to infinity: 2349 cm^2/Vs
ionic strength sqrt(eps_static-eps_fast)*E_TO: 82.46 meV
fixed ionic strength, eps_static 7: E_TO 58.31 meV, mobility 2.795e+04 cm^2/Vs
fixed ionic strength, eps_static 10: E_TO 36.88 meV, mobility 7409 cm^2/Vs
fixed ionic strength, eps_static 22: E_TO 20.00 meV, mobility 2668 cm^2/Vs
fixed ionic strength, eps_static 50: E_TO 12.29 meV, mobility 1829 cm^2/Vs
fixed ionic strength, eps_static 200: E_TO 5.91 meV, mobility 1486 cm^2/Vs
fixed ionic strength, eps_static 1000: E_TO 2.61 meV, mobility 1408 cm^2/Vs
-- sizes of neglected effects, full hafnia-like stack --
mobility, Boltzmann equation with energy bins: 4780 cm^2/Vs
mobility, 3 meV phonon damping, unscreened: 2558 cm^2/Vs
same, screened by 1e11 cm^-2: 2793 cm^2/Vs
same, screened by 1e12 cm^-2: 5030 cm^2/Vs
damped, branches 14 at 15 meV and 3 at 45 meV: 2528 cm^2/Vs
mobility at 400 K: 2365 cm^2/Vs
channel density / thermal density of states: 0.02437
electrons outside lowest subband: 9.2 %
field in interlayer: 2.37 MV/cm
ALL CHECKS PASSED
```
